# When a Free Superlattice Surface Binds an Acoustic Gap Mode

The band structure of an infinite superlattice shows frequency gaps in which no acoustic wave propagates. If one concludes that a real, terminated superlattice has no vibration there, one can miss a mode held at its surface. If one looks for that mode by requiring zero stress at the surface and at the end of the first period, one can make the opposite error: the same frequency results when the two layers are exchanged, although one order of layers gives a field that decays into the solid and the other a field that grows. The missing piece is the factor by which one period multiplies the displacement.

Consider a lossless, linearly elastic half-space $z\ge0$, made of layers parallel to its surface and periodic from the surface onward with period $D$. The displacement is longitudinal, depends on $z$ alone, and has the form $u(z)e^{-i\omega t}$ with $\omega>0$. With $C$ the stiffness for this motion and $\rho$ the density, the normal stress is $\sigma=C\,du/dz$. Newton's law for a thin slice reads $d\sigma/dz=-\rho\omega^2u$, so

$$
\frac{du}{dz}=\frac{\sigma}{C},\qquad \frac{d\sigma}{dz}=-\rho\omega^2u. \tag{1}
$$

At a bonded interface $u$ is continuous because the layers stay in contact, and $\sigma$ is continuous because an interface of zero thickness has no mass. The pair $(u,\sigma)$ at one depth therefore fixes the field at every other depth.

In a uniform layer of thickness $d$, let $v=\sqrt{C/\rho}$, $Z=\rho v$ and $\theta=\omega d/v$. Equations (1) give $u''=-(\omega/v)^2u$. The solution with initial values $u_0,\sigma_0$ is

$$
u(z)=u_0\cos\frac{\omega z}{v}+\frac{\sigma_0}{\omega Z}\sin\frac{\omega z}{v},
$$

where the second coefficient follows from $u'(0)=\sigma_0/C$ and $Cv^{-1}=Z$. Multiplying the derivative by $C$ gives $\sigma$. At $z=d$,

$$
\begin{pmatrix}u\\ \sigma\end{pmatrix}_{d}
=T\begin{pmatrix}u\\ \sigma\end{pmatrix}_{0},\qquad
T=\begin{pmatrix}\cos\theta&\dfrac{\sin\theta}{\omega Z}\\[2mm]-\omega Z\sin\theta&\cos\theta\end{pmatrix}. \tag{2}
$$

The determinant is $\cos^2\theta+\sin^2\theta=1$. The matrix $M$ of one period is the product of its layer matrices, with the outermost layer acting first and so standing on the right. It is real and has $\det M=1$.

The claim is that a nonzero mode with a free surface, decaying into the solid, exists at $\omega$ if and only if

$$
M_{21}(\omega)=0\quad\text{and}\quad |M_{11}(\omega)|<1. \tag{3}
$$

Suppose first that (3) holds. The free surface has $\sigma(0)=0$, and we may set $u(0)=1$. Then

$$
M\begin{pmatrix}1\\0\end{pmatrix}=\begin{pmatrix}M_{11}\\M_{21}\end{pmatrix}=M_{11}\begin{pmatrix}1\\0\end{pmatrix},
$$

and repetition gives $u(nD)=M_{11}^n$ and $\sigma(nD)=0$. The field inside each period is obtained from its starting state by bounded matrices, so it decays too. The stress vanishes at every period boundary, but not throughout the period.

The frequency lies in a gap. Since $M_{21}=0$, the determinant gives $M_{11}M_{22}=1$, and therefore

$$
|\operatorname{tr}M|=\left|M_{11}+\frac1{M_{11}}\right|>2,
$$

because $|x+1/x|-2=(1-|x|)^2/|x|>0$ for real $x$ with $0<|x|<1$. To see that this means a gap, note that the eigenvalues of $M$ obey $\lambda^2-(\operatorname{tr}M)\lambda+1=0$. For $|\operatorname{tr}M|<2$ they are $e^{\pm i\phi}$, which describe propagating waves. For $|\operatorname{tr}M|>2$ they are real and reciprocal, one smaller and one larger than 1 in modulus.

Now suppose that a decaying mode exists. Its initial state is $(u_0,0)$ with $u_0\ne0$, since otherwise the field would vanish everywhere. If $|\operatorname{tr}M|<2$, the state is a combination of two eigenvectors whose coefficients keep constant modulus, so it can't decay. If $|\operatorname{tr}M|=2$, then $M=\pm(1+K)$ with $K^2=0$, and $M^n=(\pm1)^n(1+nK)$; a nonzero state either keeps its size or grows. Hence $|\operatorname{tr}M|>2$, and any component along the growing eigenvector must be absent. The vector $(1,0)$ is then the decaying eigenvector, which is condition (3). At $\omega=0$ the whole body merely translates, $M_{11}=1$, and nothing is bound.

The first condition in (3) has a simple meaning: $M_{21}=0$ gives the resonances of one period cut out as a free plate. The second asks whether the plate moves less at its inner face than at its outer face. If so, the next period can continue the motion at reduced amplitude without any stress between them.

For a two-layer period, let A be the outermost layer and B the one below it. With $M=T_BT_A$, the lower left element is

$$
M_{21}=-\omega\left(Z_B\sin\theta_B\cos\theta_A+Z_A\cos\theta_B\sin\theta_A\right), \tag{4}
$$

whose bracket must vanish. To find $M_{11}=\lambda$ at such a frequency, follow the field from both ends to the interface. From the free surface, layer A produces $(\cos\theta_A,-\omega Z_A\sin\theta_A)$. From the end of the period, where the state is $(\lambda,0)$, the inverse of $T_B$ produces $(\lambda\cos\theta_B,\ \omega Z_B\lambda\sin\theta_B)$. The inverse differs from $T_B$ by the sign of $\theta_B$. Continuity gives

$$
\cos\theta_A=\lambda\cos\theta_B,\qquad
-\frac{Z_A}{Z_B}\sin\theta_A=\lambda\sin\theta_B. \tag{5}
$$

Squaring and adding removes $\theta_B$ without division by a cosine:

$$
\lambda^2=\cos^2\theta_A+\left(\frac{Z_A}{Z_B}\right)^2\sin^2\theta_A
=1-\left[1-\left(\frac{Z_A}{Z_B}\right)^2\right]\sin^2\theta_A. \tag{6}
$$

Thus a complete outer layer binds a mode at a zero of $M_{21}$ if and only if $Z_A<Z_B$ and $\sin\theta_A\ne0$. The layer of lower acoustic impedance must be outside; a lower stiffness alone doesn't decide the matter, since $Z=\sqrt{\rho C}$. If $\sin\theta_A=0$, equation (5) makes $\sin\theta_B=0$ as well. Then $M=\pm1$, and there is no decay. Equal impedances give $|\lambda|=1$ at every zero.

The strongest decay allowed by (6) at fixed $Z_A<Z_B$ is $|\lambda|=Z_A/Z_B$, reached when $\sin^2\theta_A=1$. Both layers are then an odd number of quarter waves thick. The stress amplitude at the interface is $\omega Z_A|u(0)|$ when reckoned from layer A and $\omega Z_B|u(D)|$ when reckoned from layer B. Their equality forces the smaller displacement onto the side of larger impedance.

A clamped surface reverses the rule. Its initial state is $(0,1)$, and the argument above gives $M_{12}=0$ with $|M_{22}|<1$. Writing $\mu=M_{22}$ and matching at the interface gives $\sin\theta_A/Z_A=-\mu\sin\theta_B/Z_B$ and $\cos\theta_A=\mu\cos\theta_B$, so

$$
\mu^2=\cos^2\theta_A+\left(\frac{Z_B}{Z_A}\right)^2\sin^2\theta_A .
$$

A complete layer next to a clamp therefore needs the higher impedance to bind a mode.

Return to the free surface and reverse the order of layers within a period. With $S=\operatorname{diag}(1,-1)$, equation (2) gives $ST S=T^{-1}$. The reversed period has

$$
M_{\rm rev}=T_AT_B=S(T_BT_A)^{-1}S
=\begin{pmatrix}M_{22}&M_{12}\\M_{21}&M_{11}\end{pmatrix}. \tag{7}
$$

The zero of $M_{21}$ stays where it was, while $M_{11}$ is replaced by its reciprocal. This is why zero stress alone can't distinguish a bound field from a growing one.

For numbers, take 5.0 nm of Si outermost and 4.0 nm of Si$_{0.5}$Ge$_{0.5}$ below it, with growth and motion along [001]. Rough typical values are $C_{11}=165$ GPa and $\rho=2.33$ g/cm³ for Si, and 147 GPa and 3.85 g/cm³ for the alloy. The speeds are 8.415 and 6.179 km/s. In units of $10^6$ kg/(m² s), the impedances are $Z_A=19.61$ and $Z_B=23.79$, with ratio 0.8242, so the order is the binding one.

The first gap runs from 0.3780 to 0.4274 THz. The bracket in (4) vanishes within it at 0.4044 THz, where

$$
\theta_A=\frac{2\pi(0.4044)(5.0)}{8.415}=1.510,\qquad
\theta_B=\frac{2\pi(0.4044)(4.0)}{6.179}=1.645.
$$

Both are near $\pi/2$. Equation (6) gives

$$
\lambda^2=0.0037+(0.8242)^2(0.9963)=0.6805,
$$

and the sign in (5) makes $\lambda=-0.825$. Successive period boundaries move in opposite directions. The amplitude falls by a factor $e$ over

$$
\ell=-\frac{D}{\ln|\lambda|}=\frac{9.0\ \text{nm}}{0.1925}=46.8\ \text{nm}.
$$

A surface displacement of 1 pm gives a stress amplitude $\omega Z_A\sin\theta_A\,|u(0)|=49.7$ MPa at the first interface.

In the second gap the mode lies at 0.8022 THz. Now $\theta_A=2.995$, close to $\pi$, so $\sin^2\theta_A=0.021$ and (6) gives $\lambda=0.9966$. The decay length is about 2600 nm, or some 290 periods. The second gap runs from 0.8022 to 0.8088 THz, so this mode lies at its lower edge to the digits shown, and a stack of a few tens of periods would not hold it. The same impedance contrast binds this mode weakly because the outer layer is nearly a half wave thick.

The results for the first gap were tested without transfer matrices by replacing the layers with masses and springs at most 0.05 nm apart. A stack of 40 periods, followed by one further Si layer and a clamp, has one state in the first gap. Its frequency is 0.4044 THz and its displacement ratio over the first period is $-0.8249$. The clamp adds no gap state because the adjoining layer has the lower impedance. With the alloy outermost there is no state in the gap, in agreement with $M_{11}=-1.2122$ for that order. With transfer matrices, the impedance rule was also tested at 77 zeros of $M_{21}$ for eight randomly chosen bilayers; it held at each, with 45 zeros giving bound modes.

The rule for complete layers doesn't cover a partly removed top layer, but condition (3) does, provided that the period is counted from the new surface. If a fraction $p$ of the top Si layer remains, the period consists of $pd_A$ of Si, the alloy, and $(1-p)d_A$ of Si. This cyclic change leaves $\operatorname{tr}M$ and the gap unchanged, but it changes $M_{21}$ and $M_{11}$. For $p=0.8$ the zero moves to 0.4175 THz with $M_{11}=-0.857$, and the mode survives. For $p=0.3$ the zero is at 0.4227 THz with $M_{11}=-1.120$, and the discretized stack has no gap state.

At $p=1/2$ the period is its own mirror image. Equation (7) then requires $M_{11}=M_{22}$, so a zero of $M_{21}$ has $M_{11}^2=1$ and no decay. For the first gap one can also find the edge at which the mode is lost. There $M_{11}=-1$, so the free plate moves antisymmetrically and $u=0$ at the middle of B. Setting the upper left element of the half-period matrix to zero gives

$$
\cos\frac{\theta_A}{2}\cos\frac{\theta_B}{2}
=\frac{Z_A}{Z_B}\sin\frac{\theta_A}{2}\sin\frac{\theta_B}{2},
\qquad
\tan\frac{\theta_A}{2}\tan\frac{\theta_B}{2}=\frac{Z_B}{Z_A}.
$$

At the other edge $M_{12}=0$; the stress vanishes at the middle of B, and the same product equals $Z_A/Z_B$. The product rises with frequency while both half phases are below $\pi/2$. Since $Z_B>Z_A$, the free-surface mode is lost at the upper edge.

A foreign cap is not part of the repeating period, so (3) can't be applied to the capped surface directly. The cap, labelled $c$, turns the free-surface state into $(\cos\theta_c,-\omega Z_c\sin\theta_c)$. This state must lie along the decaying eigenvector of $M$. The second row of $(M-\lambda)x=0$ gives that vector as $(\lambda-M_{22},M_{21})$, provided that the two entries are not both zero. Parallel vectors satisfy

$$
M_{21}\cos\theta_c+\omega Z_c(\lambda-M_{22})\sin\theta_c=0,\qquad |\lambda|<1. \tag{8}
$$

For a 1.0 nm oxide with rough values of 77 GPa and 2.20 g/cm³, and with the Si thickness held at 5.0 nm, the mode moves to 0.3919 THz. The shift is $-12.6$ GHz, about 3% of the uncapped frequency and a quarter of the gap width.

Its size can be understood from the added mass. Let $I=\int_0^\infty\rho u^2dz$ with $u(0)=1$. Integrating the squared cosines over the two layers and summing the factors $\lambda^{2n}$ gives

$$
I=\frac{\frac12\rho_Ad_A\left(1+\frac{\sin2\theta_A}{2\theta_A}\right)+\frac12\lambda^2\rho_Bd_B\left(1+\frac{\sin2\theta_B}{2\theta_B}\right)}{1-\lambda^2}
=\frac{6.06+5.00}{0.3195}=34.6,
$$

in g/cm³ times nm. A thin cap moves almost rigidly and adds $m=\rho_cd_c=2.20$ in the same units. The squared frequency is the ratio of $\int C(u')^2dz$ to $\int\rho u^2dz$ and is stationary under small changes of mode shape. To first order in $m/I$, therefore, $\delta f/f=-m/(2I)=-0.032$, or about $-13$ GHz. This is close to the shift from (8), partly because two errors oppose each other. A rigid mass treated beyond first order gives $-11.9$ GHz, and the flexibility of the cap lowers the frequency a little further.

A finite stack on a substrate also leaks. In the substrate the outgoing wave $e^{i(kz-\omega t)}$ has $\sigma=i\omega Z_su$, and it carries a mean power per area $\frac12\omega^2Z_s|u|^2$. The mode's energy per area is $\frac12\omega^2I$ for unit surface displacement. If the substrate changes the displacement at the end of $N$ periods little from $\lambda^N$, the energy decay rate is

$$
\Gamma=\frac{Z_s\lambda^{2N}}{I}. \tag{9}
$$

For 20 periods on Si, the remaining amplitude is 0.0213 and

$$
\frac{\Gamma}{2\pi}=\frac{19.61(0.0213)^2}{2\pi(34.6)}\ \text{THz}=0.041\ \text{GHz}.
$$

Solving the outgoing condition for a complex frequency gives 0.0407 GHz, against 0.0409 GHz from the energy balance. An assumed phonon energy lifetime of 100 ps would give a larger width, $1/(2\pi\tau)=1.59$ GHz. That width is still small compared with the 49.4 GHz gap.

Silicon and silicon-germanium layers a few nanometres thick are used in real structures, and the chosen thicknesses are in that range. A bare Si surface in air, however, acquires an oxide. The 1.0 nm cap, added to a full Si layer, shifts the frequency more than the changes of stiffness, layer thickness and dispersion estimated next. An oxide grown from the layer itself also consumes Si, about 0.44 nm for each nanometre of oxide, and the thinner Si layer reduces the shift to about $-7$ GHz. Growth on Si also strains the alloy. The model contains no separate strain correction; lowering the alloy stiffness by 5%, with all else fixed, indicates the sensitivity and shifts the mode by $-5.2$ GHz. The alloy density used here is somewhat low: a lattice constant of about 0.554 nm gives 3.94 g/cm³ for the relaxed alloy, which shifts the mode by $-2.1$ GHz, and strain to the Si lattice raises the density further, to about 4.04 g/cm³, for a total density shift between $-4.3$ and $-4.4$ GHz. Making every Si layer thicker by one atomic plane, 0.136 nm, shifts it by $-5.7$ GHz. A chain of atomic planes with nearest-plane springs gives a relative frequency shift from lattice dispersion of $-7\times10^{-5}$ in Si and $-1.4\times10^{-4}$ in the slower alloy. Fitting the Si chain also to the zone-boundary frequency roughly doubles its value, so the shift is of order 0.1 GHz. Random thickness errors are different from this uniform change: they destroy the repeated power $M^n$, so neither (3) nor the single decay factor then applies as it stands. Strain relaxation by dislocations, rough interfaces and waves travelling at an angle are also outside the model. Relaxation is a real limit for this example: 20 periods make 180 nm with a mean misfit to Si of about 0.9%, for which the equilibrium critical thickness is roughly 11 nm and the usual estimate for metastable growth roughly 150 nm. A stack of this length grown directly on Si should therefore be expected to contain dislocations, and the leakage width found above describes an ideal stack.

The mode's quantum is 1.67 meV, compared with $k_BT=25.9$ meV at 300 K. Its equilibrium occupation is 15, so at room temperature it is thermally excited even without a driving pulse. The numerical output below gives the inputs and most of the results at their printed precision.

## Values computed for the example and the checks

```
INPUTS (rough typical values)
Si: C11 165 GPa, density 2.33 g/cm^3, thickness 5.0 nm
  speed 8.415 km/s, impedance 19.61 x 1e6 kg/(m^2 s)
Si0.5Ge0.5: C11 147 GPa, density 3.85 g/cm^3, thickness 4.0 nm
  speed 6.179 km/s, impedance 23.79 x 1e6 kg/(m^2 s)
oxide cap: C11 77 GPa, density 2.20 g/cm^3, thickness 1.0 nm
  speed 5.916 km/s, impedance 13.02 x 1e6 kg/(m^2 s)
period: 9.0 nm
impedance ratio ZA/ZB: 0.8242
FIRST GAP
gap edges: 0.3780 and 0.4274 THz
gap width: 49.4 GHz
surface mode frequency: 0.4044 THz
phases thA, thB: 1.5097, 1.6448 rad
M11, M22 at the mode: -0.8249, -1.2122
trace of M at the mode: -2.0372
amplitude decay length: 46.8 nm
stress at first interface for 1 pm at surface: 49.7 MPa
discretized stack: frequency 0.4044 THz, ratio per period -0.8249
alloy outermost: M11 -1.2122, gap states 0
top Si cut to 0.3: M21=0 at 0.4227 THz, M11 -1.1200, gap states 0
top Si cut to 0.8: M21=0 at 0.4175 THz, M11 -0.8567, gap states 1
SECOND GAP
mode frequency: 0.8022 THz, M11 0.99656
decay length: 2615 nm
random bilayers: 77 zeros of M21, 45 bound modes
NEGLECTED EFFECTS
oxide cap: mode at 0.3919 THz, shift -12.6 GHz
alloy C11 lower by 5 %: shift -5.2 GHz
every Si layer thicker by 0.136 nm: shift -5.7 GHz
lattice dispersion in Si: relative shift -7.0e-05
assumed lifetime 100 ps: width 1.59 GHz
20 periods on Si: amplitude left 0.0213
  leakage width 0.0407 GHz, energy balance 0.0409 GHz
phonon energy 1.672 meV, kT at 300 K 25.85 meV
thermal occupation at 300 K: 15.0
```
